\section*{The single-scattering EXAFS equation for an s core level, part 2}

A photon of polarization $\hat{\boldsymbol\epsilon}$ ejects an electron from a deep $s$ orbital $\psi_c(r)$ of atom A at the origin. Atom B sits at $\mathbf R=R\hat{\mathbf z}$, and $\mathbf r'=\mathbf r-\mathbf R$. Wanted is $\chi=(\mu-\mu_0)/\mu_0$, where $\mu_0$ is the absorption of A alone. Atomic units are used, with $E=k^2/2$. The potentials $V_A,V_B$ in $H$ are real, spherical and non-overlapping.

The source $s\propto\hat{\boldsymbol\epsilon}\cdot\mathbf r\,\psi_c$ is real and purely $l=1$. With $G=(E+i0-H)^{-1}$, $\mu\propto-\mathrm{Im}\,g$ and $g=g_A+\delta g$, where $g_A$ belongs to A alone. The states $\psi^+_{\mathbf k}$ are plane waves plus outgoing waves.
\begin{equation}
\sum_f|\langle f|s\rangle|^2\delta(E-E_f)=\frac{k}{(2\pi)^3}\int d\Omega_k\left|\int d^3r\,\psi^+_{\mathbf k}(\mathbf r)\,s(\mathbf r)\right|^2.
\label{eq:formA}
\end{equation}
\begin{equation}
g(E)=\sum_f\frac{|\langle f|s\rangle|^2}{E-E_f+i\eta},\qquad
-\mathrm{Im}\,\frac{1}{E-E_f+i\eta}=\frac{\eta}{(E-E_f)^2+\eta^2}.
\label{eq:spectral}
\end{equation}

The $Y_L$, $L=(l,m)$, are real harmonics; $j_L=j_lY_L$, $h_L=h_lY_L$, and $h_l(z)\to(-i)^{l+1}e^{iz}/z$. Outside a sphere the regular solution is $\tilde F_l=j_l+\tau_lh_l$, with
\begin{equation}
1+2\tau_l=e^{2i\delta_l},\qquad \tau_l=ie^{i\delta_l}\sin\delta_l,\qquad \mathrm{Re}\,\tau_l=-|\tau_l|^2.
\label{eq:tau}
\end{equation}
For $x<y$,
\begin{equation}
h_0(k|\mathbf x-\mathbf y|)=\sum_l(2l+1)\,j_l(kx)\,h_l(ky)\,P_l(\hat{\mathbf x}\cdot\hat{\mathbf y}).
\label{eq:add}
\end{equation}
\begin{equation}
e^{i\mathbf k\cdot\mathbf x}=\sum_l(2l+1)\,i^l j_l(kx)P_l(\hat{\mathbf k}\cdot\hat{\mathbf x})=4\pi\sum_Li^l\,Y_L(\hat{\mathbf k})\,j_L(\mathbf x).
\label{eq:plane}
\end{equation}
The scattering amplitude is
\begin{equation}
f(\vartheta)=\frac1{ik}\sum_l(2l+1)\tau_lP_l(\cos\vartheta),\qquad
f(\pi)=\frac1k\sum_l(2l+1)(-1)^le^{i\delta_l}\sin\delta_l .
\label{eq:f}
\end{equation}

With $\theta$ the angle between $\hat{\boldsymbol\epsilon}$ and the bond,
\begin{equation}
\chi(\theta)=\cos^2\theta\,\chi_0+\sin^2\theta\,\chi_1,
\label{eq:pol}
\end{equation}
where $m=0$ is polarization along the bond and $m=1$ along $x$ (harmonics $\propto\cos\varphi$). Translation coefficients are defined by $h_{lm}(\mathbf r)=\sum_{l'}U^m_{l'l}\,j_{l'm}(\mathbf r')$ and $h_{l'm}(\mathbf r')=\sum_lW^m_{ll'}\,j_{lm}(\mathbf r)$, and
\begin{equation}
W^m_{ll'}=U^m_{l'l}.
\label{eq:recip}
\end{equation}
The regular waves arriving at A from B have coefficients
\begin{equation}
a=c\,(1-X\tau^A)^{-1}Xe_1,\qquad X=W\tau^BU .
\label{eq:allorder}
\end{equation}
Here $e_1$ selects $l=1$, $c=-2ik\tilde M$, $\tilde M=\int\tilde F^A_1\psi_cr^3dr=e^{i\delta_1}M$ with $M$ real, $-\mathrm{Im}\,g_A=2kM^2$, and $\delta_1$ is the $p$ phase shift of A. Single scattering gives
\begin{equation}
\delta g=-2ik\,\tilde M^2X^m=-2ikM^2e^{2i\delta_1}X^m,\qquad X^m=\sum_l\tau^B_l\,(U^m_{l1})^2 .
\label{eq:dg}
\end{equation}
\begin{equation}
\chi_m=\mathrm{Re}\left[e^{2i\delta_1}X^m\right].
\label{eq:chim}
\end{equation}

Part (d) asks for $U^0_{l1}$ and $U^1_{l1}$ in closed form, and with them $X^0$ and $X^1$.

\subsection*{Solution}

From $h_0=-ie^{iz}/z$ one has $h_0'=e^{iz}/z+ie^{iz}/z^2=-h_1$. Therefore $\partial_ah_0(kr)=-k\,h_1(kr)\,r_a/r$ for $a=x,y,z$, and the $p$ waves are derivatives of the $s$ wave. Since $\mathbf r=\mathbf r'-\mathbf y$ with $\mathbf y=-R\hat{\mathbf z}$, equation \eqref{eq:add} applies with $\mathbf x=\mathbf r'$. Let $\vartheta',\varphi$ be the angles of $\mathbf r'$.

For $m=0$, $\hat{\mathbf r}'\cdot\hat{\mathbf y}=-\cos\vartheta'$, so
\begin{equation}
h_0(kr)=\sum_l(2l+1)(-1)^lh_l(kR)\,j_l(kr')P_l(\cos\vartheta').
\end{equation}
At fixed $\mathbf r'$, a change of $R$ moves $\mathbf r=\mathbf r'+R\hat{\mathbf z}$ along $z$, so $\partial_z=\partial/\partial R$, which acts only on $h_l(kR)$:
\begin{equation}
h_1(kr)\frac zr=-\sum_l(2l+1)(-1)^lh_l'(kR)\,j_l(kr')P_l(\cos\vartheta').
\end{equation}
Multiply by $\sqrt{3/4\pi}$ to make $Y_{1z}$ on the left and use $P_l=\sqrt{4\pi/(2l+1)}\,Y_{l0}$ on the right:
\begin{equation}
U^0_{l1}=-(-1)^l\sqrt{3(2l+1)}\;h_l'(kR).
\label{eq:U0}
\end{equation}

For $m=1$, $\mathbf r=\mathbf r'-\mathbf y$ gives $\partial_x=-\partial/\partial y_x$ at fixed $\mathbf r'$, so $h_1x/r=k^{-1}\partial h_0/\partial y_x$. At $\mathbf y=-R\hat{\mathbf z}$ a shift along $x$ leaves $|\mathbf y|$ unchanged to first order and turns the unit vector by $\partial\hat{\mathbf y}/\partial y_x=\hat{\mathbf x}/R$. With $\hat{\mathbf r}'\cdot\hat{\mathbf x}=\sin\vartheta'\cos\varphi$ and $P_l'(-c)=(-1)^{l+1}P_l'(c)$,
\begin{equation}
h_1(kr)\frac xr=\sum_l(2l+1)(-1)^{l+1}\frac{h_l(kR)}{kR}\,j_l(kr')\,\sin\vartheta'P_l'(\cos\vartheta')\cos\varphi .
\end{equation}
The harmonic is $Y_{l1}=N_l\sin\vartheta'P_l'\cos\varphi$. Integration by parts with Legendre's equation $[(1-c^2)P_l']'=-l(l+1)P_l$ gives $\int(1-c^2)P_l'^2dc=l(l+1)\int P_l^2dc=2l(l+1)/(2l+1)$, and $\int\cos^2\varphi\,d\varphi=\pi$, so $N_l^{-2}=2\pi l(l+1)/(2l+1)$. Then $\sqrt{3/4\pi}\,(2l+1)/N_l=\sqrt{3(2l+1)l(l+1)/2}$ and
\begin{equation}
U^1_{l1}=(-1)^{l+1}\sqrt{\tfrac32(2l+1)l(l+1)}\;\frac{h_l(kR)}{kR}.
\end{equation}
Squaring removes the signs:
\begin{align}
X^0&=3\sum_l(2l+1)\,\tau^B_l\,[h_l'(kR)]^2,\label{eq:X0}\\
X^1&=\frac32\sum_l(2l+1)\,l(l+1)\,\tau^B_l\left[\frac{h_l(kR)}{kR}\right]^2.\label{eq:X1}
\end{align}
Equations \eqref{eq:pol}, \eqref{eq:chim}, \eqref{eq:X0} and \eqref{eq:X1} are the curved-wave single-scattering result. They contain no expansion in $1/kR$; what they omit is the higher terms of \eqref{eq:allorder}. The $s$ wave of B is absent from $X^1$ because B lies in the nodal plane of the emitted $p_x$ wave.

\section*{(e) Interference in the final state}

Evaluate the angular integral \eqref{eq:formA} directly for $V_A=0$ and polarization along the bond. Separate the direct, interference and scattered terms and find what survives. Then find how $\delta_1$ enters this form when $V_A\neq0$.

\subsection*{Solution}

Near the origin $\psi^+_{\mathbf k}=\sum_La_L(\hat{\mathbf k})j_L(\mathbf r)$, and the overlap with $s$ selects $a_{10}M$. By \eqref{eq:plane} the plane wave contributes $p_1=4\pi iY_{10}(\hat{\mathbf k})$. About B the same wave is $e^{i\mathbf k\cdot\mathbf R}e^{i\mathbf k\cdot\mathbf r'}$, with coefficients $q_l=4\pi i^lY_{l0}(\hat{\mathbf k})e^{i\mathbf k\cdot\mathbf R}$ for $m=0$, the only ones that couple to $a_{10}$. Atom B scatters them and $W_{1l}=U_{l1}\equiv U_l$ brings them to the origin:
\begin{equation}
a_{10}=p_1+\sum_lU_l\tau_lq_l,\qquad
1+\chi_0=\frac{\int|a_{10}|^2d\Omega_k}{\int|p_1|^2d\Omega_k},\qquad\int|p_1|^2d\Omega_k=(4\pi)^2 .
\end{equation}
With no potential at A there is no further scattering, so this amplitude is exact. In the squared scattered term the phases $e^{i\mathbf k\cdot\mathbf R}$ cancel and the $Y_{l0}$ are orthonormal, which gives $(4\pi)^2\sum_l|\tau_l|^2|U_l|^2$.

The interference term needs $\int p_1^*q_l\,d\Omega_k$. Define $J_l$ by $j_{10}(\mathbf r)=\sum_lJ_l\,j_{l0}(\mathbf r')$. Projecting \eqref{eq:plane} on $Y_{10}(\hat{\mathbf k})$ gives $j_{10}(\mathbf r)=(4\pi i)^{-1}\int Y_{10}(\hat{\mathbf k})e^{i\mathbf k\cdot\mathbf r}d\Omega_k$, and expanding the exponential about B gives $J_l=(4\pi i)^{-1}\int Y_{10}\,q_l\,d\Omega_k$. Since $p_1^*=-4\pi iY_{10}$, it follows that $\int p_1^*q_l\,d\Omega_k=(-4\pi i)(4\pi i)J_l=(4\pi)^2J_l$. For real $k$, $j_{10}$ is the real part of $h_{10}$ and the basis $j_{l0}(\mathbf r')$ is real, so $J_l=\mathrm{Re}\,U_l=(U_l+U_l^*)/2$. Therefore
\begin{equation}
\chi_0=\underbrace{\mathrm{Re}\sum_l\tau_lU_l^2+\sum_l\mathrm{Re}\,\tau_l\,|U_l|^2}_{\text{interference}}+\underbrace{\sum_l|\tau_l|^2|U_l|^2}_{\text{scattered}}=\mathrm{Re}\,X^0 ,
\label{eq:cancel}
\end{equation}
because $\mathrm{Re}\,\tau_l=-|\tau_l|^2$ cancels the last two sums term by term. This agrees with \eqref{eq:chim} at $\delta_1=0$.

The cancelled terms have a simple meaning. At large $kR$, $|h_l'|\to1/kR$ and $|U_l|^2\to3(2l+1)/(kR)^2$, so the scattered term tends to
\begin{equation}
\frac{3}{(kR)^2}\sum_l(2l+1)\sin^2\delta^B_l=\frac{3\,\sigma_{\rm el}}{4\pi R^2},
\label{eq:shadow}
\end{equation}
where $\sigma_{\rm el}=\int|f|^2d\Omega=4\pi k^{-2}\sum(2l+1)\sin^2\delta^B_l$ by \eqref{eq:f}. It is the emitted flux that B redirects. The second interference sum is proportional to $\sum(2l+1)\mathrm{Re}\,\tau_l=-k\,\mathrm{Im}f(0)$; it is the shadow behind B, and the cancellation is the optical theorem. Redirecting an electron that has left does not change the total rate. Only the first sum, which carries $U_l^2\propto e^{2ikR}$ and describes the wave that returns to the core, does.

With $V_A\ne0$ the wave inside A is $a_{10}\tilde F^A_1$, and the factor $e^{i\delta_1}$ in $\tilde F^A_1$ drops out of $|a_{10}\tilde M|^2$. The phase enters by another route. The wave incident on B now includes the plane wave scattered by A, $\sum U\tau^Ap$, with $p_l=4\pi i^lY_{l0}(\hat{\mathbf k})$, so $a_{10}$ gains the term $\sum_lX_{1l}\tau^A_lp_l$. Its interference with $p_1$ is $2\,\mathrm{Re}[\tau^A_1X^0]$ after the angular integral, since orthogonality keeps only $l=1$. Its product with the singly scattered term contains four translation coefficients, each of order $1/kR$ (two in $X$, one in $U_l\tau_lq_l$, and one from the angular integral of $q^*p$, which re-expands a regular wave as $J_l$ does), and belongs with the higher terms of \eqref{eq:allorder}. To order $(kR)^{-2}$, $\chi_0=\mathrm{Re}[(1+2\tau^A_1)X^0]=\mathrm{Re}[e^{2i\delta_1}X^0]$.

\section*{(f) Large $kR$}

Find the leading form of $\chi(\theta)$ for $kR\to\infty$, trace its sign and numerical factor, and estimate what is neglected.

\subsection*{Solution}

Let $z=kR$. The function $w=zh_l$ obeys $w''+w-l(l+1)w/z^2=0$. Try $w\propto e^{iz}(1+\gamma/z)$. Then $w''+w=e^{iz}[-2i\gamma/z^2+O(z^{-3})]$, and the terms of order $z^{-2}$ require $-2i\gamma=l(l+1)$, or $\gamma=il(l+1)/2$. Differentiating $h_l=(-i)^{l+1}e^{iz}(z^{-1}+\gamma z^{-2})$,
\begin{equation}
h_l'=(-i)^{l+1}\frac{e^{iz}}z\left[i+\frac{i\gamma-1}{z}\right]=(-i)^l\frac{e^{iz}}z\left[1+\frac{i}{z}\left(\frac{l(l+1)}2+1\right)\right],
\end{equation}
where $i$ was taken out of the bracket with $(i\gamma-1)/i=\gamma+i$. Squaring gives $(-i)^{2l}=(-1)^l$, and \eqref{eq:X0} becomes
\begin{equation}
X^0=\frac{3e^{2iz}}{z^2}\sum_l(2l+1)(-1)^l\tau^B_l\left[1+\frac{i\,(l^2+l+2)}{z}+O(z^{-2})\right].
\label{eq:X0as}
\end{equation}
By \eqref{eq:f}, $\sum(2l+1)(-1)^l\tau^B_l=ikf(\pi)$, so the leading term is
\begin{equation}
X^0\to\frac{3i\,f(\pi)\,e^{2ikR}}{kR^2}.
\label{eq:Xpw}
\end{equation}
In \eqref{eq:X1}, $h_l^2\to(-1)^{l+1}e^{2iz}/z^2$, and
\begin{equation}
\frac{X^1}{X^0}\to-\frac1{2z^2}\,\frac{\sum(2l+1)(-1)^l\,l(l+1)\,\tau^B_l}{\sum(2l+1)(-1)^l\,\tau^B_l}.
\label{eq:ratio}
\end{equation}
The perpendicular term is two orders down in $1/kR$ and is dropped. With $f(\pi)=|f|e^{i\phi}$ and $\mathrm{Re}(ie^{i\Phi})=-\sin\Phi$,
\begin{equation}
\chi(\theta)=-3\cos^2\theta\,\frac{|f|}{kR^2}\,\sin(2kR+2\delta_1+\phi).
\label{eq:bare}
\end{equation}

The factors can be followed along the path. Let the bond have direction $\hat{\mathbf R}$. The emitted wave $h_1\sqrt{3/4\pi}\,\hat{\boldsymbol\epsilon}\cdot\hat{\mathbf r}$ reaches B with amplitude $(-i)^2\sqrt{3/4\pi}\cos\theta\,e^{ikR}/kR$. Treated there as plane, it is scattered back with the factor $f(\pi)e^{ikR}/R$ and arrives at A as $e^{-ik\hat{\mathbf R}\cdot\mathbf r}$. By \eqref{eq:plane} the coefficient of the emitted harmonic in this wave is $4\pi i\sqrt{3/4\pi}\;\hat{\boldsymbol\epsilon}\cdot(-\hat{\mathbf R})$. The product is
\begin{equation}
(-1)\cdot i\cdot(-1)\cdot3\cos^2\theta\;\frac{f(\pi)e^{2ikR}}{kR^2},
\end{equation}
in agreement with \eqref{eq:Xpw}. One $\cos\theta$ belongs to emission and one to re-entry, and $3=4\pi\cdot(3/4\pi)$ is the normalization of the $p$ lobe, whose intensity along its axis is three times the spherical mean. For an $s$ source the three sign factors would be $-i$, $1$ and $1$, giving $\mathrm{Re}(-ie^{i\Phi})=+\sin\Phi$; the $p$ wave has the opposite sign. Equation \eqref{eq:bare} can be written with a plus sign only if $\pi$ is added to the phase. For a core level of other symmetry the source has a different angular content and the polarization factor must be derived again.

By \eqref{eq:X0as} the relative error of \eqref{eq:Xpw} is of order $(l^2+l+2)/kR$, averaged with the weights of the alternating sum. Partial waves scatter up to $l\sim ka$ for a potential of range $a$, since $l/k$ is the impact parameter, so the condition is $kR\gg1$ together with $ka^2\ll R$. Where the alternating sum nearly cancels and $|f(\pi)|$ is small, the relative error is larger. At $\theta=\pi/2$ the neglected $\chi_1$ is the whole signal. The next term of \eqref{eq:allorder}, $X\tau^AX$, adds a backscattering at A and another at B; in the same plane-wave picture it multiplies the amplitude by $f_A(\pi)f_B(\pi)e^{2ikR}/R^2$.

\section*{(g) Core-hole width and inelastic losses}

The core hole decays and the photoelectron is removed from the elastic channel by inelastic events. Represent both by $E\to E+i\Gamma$ with a constant $\Gamma\ll E$. Find the damping of $\chi$ and relate the decay length to the mean free path.

\subsection*{Solution}

Equation \eqref{eq:spectral} with finite $\eta=\Gamma$ shows that $-\mathrm{Im}\,g(E+i\Gamma)/\pi$ is the spectrum convolved with a Lorentzian of half width $\Gamma$, which is the effect of a core level of that half width. Adding a uniform absorptive potential $-i\Gamma$ to $H$ turns $E-H$ into $E+i\Gamma-H$ as well, so the two contributions add in $\Gamma$. That the absorptive potential is the same inside the spheres as between them is an assumption of the model.

The steps that lead to $\delta g=-2ik\tilde M^2X^m$ and to \eqref{eq:X0} use Wronskians and re-expansions but no complex conjugation. They hold with $k$ replaced by $p=\sqrt{2(E+i\Gamma)}$ and with $\tau_l(p)$, $\tilde M(p)$ computed at the complex energy. Put $p=k'+i\kappa$. The real and imaginary parts of $p^2=k^2+2i\Gamma$ give $k'^2-\kappa^2=k^2$ and $k'\kappa=\Gamma$, so to first order in $\Gamma/E$
\begin{equation}
k'=k,\qquad \kappa=\frac\Gamma k\equiv\frac1\lambda,\qquad\lambda=\frac{2E}{k\Gamma}.
\end{equation}
The last form uses $k^2=2E$ and holds in any units. The factor $e^{2ikR}$ becomes $e^{2ikR}e^{-2R/\lambda}$. A wave $e^{ipr}$ has amplitude $e^{-r/\lambda}$ and probability density $e^{-2r/\lambda}$, so the mean free path, defined by the decay of probability, is $\lambda/2$. The fine structure is linear in the returning amplitude, and the length in $e^{-2R/\lambda}$ is therefore twice the mean free path that corresponds to $\Gamma$.

The phase shifts also respond. Write $\delta g(k)=|\delta g|e^{i\Phi_g}$ on the real axis. The function $\delta g$ is analytic in $k$, so its derivative along the imaginary direction is $i$ times that along the real direction:
\begin{equation}
\ln\delta g(k+i\kappa)=\ln\delta g(k)-\kappa\frac{d\Phi_g}{dk}+i\kappa\frac{d\ln|\delta g|}{dk}+O(\kappa^2).
\label{eq:CR}
\end{equation}
By \eqref{eq:dg} and \eqref{eq:Xpw}, $\Phi_g$ equals $\Phi=2kR+2\delta_1+\phi$ at large $kR$. The modulus is multiplied by
\begin{equation}
\exp\left[-\frac1\lambda\left(2R+\frac{d(2\delta_1+\phi)}{dk}\right)\right],
\label{eq:damp}
\end{equation}
and the phase is shifted by $\kappa\,d\ln|\delta g|/dk$. Since $d\Phi/dE=k^{-1}d\Phi/dk$ is the time delay of the round trip, the exponent is $-\Gamma$ times that delay. The factor $e^{-2R/\lambda}$ counts only free flight; it is adequate when $|d(2\delta_1+\phi)/dk|\ll\lambda$, and otherwise complex phase shifts supply the remainder. The background changes by $-\Gamma\,d(\mathrm{Re}\,g_A)/dE$ at first order, a relative change of order $\Gamma/E$ when $g_A$ varies on the scale of $E$ and $|\mathrm{Re}\,g_A|$ is not large compared with $|\mathrm{Im}\,g_A|$. For a compact core orbital in a weak potential it can be several times larger: with $V_A=0$, $\psi_c\propto e^{-r^2/b^2}$, $b=0.04$ \AA, $k=4$ \AA$^{-1}$ and $\Gamma=4$ eV it is $0.31$, against $\Gamma/E=0.066$. At complex energy the matrix element no longer cancels exactly: $\chi_m=\mathrm{Re}[e^{2i\delta_1(p)}X^m(p)]$ omits the ratio of $2pM(p)^2$ to the broadened background, which differs from 1 at first order in $\kappa$.

The same slope sets the period of the oscillation. Near a given $k$ the phase advances as $2kR_{\rm app}$ with
\begin{equation}
R_{\rm app}=R+\frac12\frac{d(2\delta_1+\phi)}{dk}.
\label{eq:Rapp}
\end{equation}

\section*{(h) Disorder}

The atoms are displaced by $\mathbf u_A$ and $\mathbf u_B$, with a Gaussian joint distribution of zero mean, and carry their potentials rigidly. Assume that $\Gamma$ is large compared with vibrational energies, so that the spectrum is the average over frozen configurations. Find the average of $\chi$ and identify the variance that enters.

The curved-wave single-scattering result, its large-$kR$ form and its damping by core-hole width and inelastic losses have been obtained. It remains to average over disorder, sum over several neighbours and test the approximations on a numerical model.
